The image energy of a point dipole in a cubic periodic cell, part 2

A calculation places one polar molecule in a cubic box of vacuum and repeats the box in all directions. The aim is the energy of the molecule alone, without the energy added by its copies.

The molecule is a fixed charge density ρ(r), small compared with the box edge L, with total charge Q = 0 and dipole moment p = ∫ r ρ(r) d³r. Copies sit at the lattice vectors R; the reciprocal-lattice vectors are G, and V = L³. Electrostatics is in Gaussian form: a charge q has the potential q/r. The crystal is wrapped in a grounded conductor ("tinfoil boundary conditions"), so the average field inside is zero. A plane-wave calculation that drops the G = 0 term uses the same conditions.

The image energy is the energy per cell minus that of the isolated molecule:

E_image = U_per − U_iso, with U_per = ½ ∫ ρ(r) Φ(r) d³r,

where Φ is the periodic potential. Let ψ be the zero-average potential of a unit point charge repeated on the lattice, with a uniform background of density −1/V. The image potential is

φ(r) = ψ(r) − 1/|r|.

Near the origin ∇²φ = 4π/V. The curvature matrix is A_ab = ∂²φ/∂r_a∂r_b at r = 0, and in a cube

A_xx = A_yy = A_zz = 4π/(3V),

φ(r) = φ(0) + 2πr²/(3V) + terms of degree four and higher.

With T = ∫ r² ρ(r) d³r, the constant term of φ gives the energy ½ φ(0) Q² and the quadratic term gives (π/(3V)) (2TQ − 2p²). For a neutral molecule shrunk to a point at fixed p,

E_image = −2πp²/(3V).

For charges ±q a distance d apart along a cube edge, the first correction relative to this value is 1.48 (d/L)². Along a body diagonal it is −2/3 times as large. It comes from the fourth-degree part of φ, which obeys Laplace's equation.

Q: Let me restate what I accept. A neutral rigid charge density with dipole moment p is repeated on a simple cubic lattice of edge L and cell volume V = L³, inside a grounded conductor. The image potential φ of a unit charge, with its uniform background, has the curvature matrix A, equal to 4π/(3V) in each direction. The energy per cell, measured from the isolated molecule, is E_image = −2πp²/(3V) in the point limit. What I lack is a picture. What field does one dipole feel?

A: The images of one molecule, together with the conductor, produce the potential

∫ ρ(r′) φ(r − r′) d³r′ ≈ −p·∇φ(r).

This comes from expanding φ to first order in r′; the zeroth-order term drops out by neutrality. The field is minus the gradient of this potential. At the origin it is A acting on p:

E_loc = 4πp/(3V).

It points along the dipole. The energy is

−½ p·E_loc = −½ · 4πp²/(3V) = −2πp²/(3V),

in agreement with the first half.

Q: A dipole in a field has energy −p·E. Where did half of it go?

A: That expression holds for a field whose sources do not change with p. Here every copy carries the same p. Let all the dipoles grow together from zero, with moment λp and λ running from 0 to 1. The field at each site is then λE_loc, and the energy gained is

−∫₀¹ λ p·E_loc dλ = −½ p·E_loc.

In terms of pairs, each interaction belongs to two cells, and each cell is charged with half of it.

Q: I would trust this field more if it came from adding real dipoles, with no background.

A: Put a single layer of dipoles, all pointing along z, on a square lattice of spacing L midway between two grounded plates at z = ±L/2. A charge q at height z has an image −q at height L − z in the upper plate. For a dipole at z = 0, the upper charge +q at δ/2 gives −q at L − δ/2, and the lower charge −q at −δ/2 gives +q at L + δ/2. The image is an equal dipole at height L, pointing the same way. Repeated reflection in both plates fills all heights nL. One layer between plates thus has the potential of the whole cubic lattice, and the two plates stand at the same potential, so the field averaged between them is zero. This is a tinfoil condition that could be built.

Q: How do you add the dipoles?

A: Column by column, since the plates continue each dipole into an infinite column along z. A dipole p along z has potential pz/r³. At height z and sideways distance b, with r² = z² + b², its field along z is

E_z = p(3z² − r²)/r⁵ = p(2z² − b²)/r⁵.

This is p times the second z-derivative of 1/r. Its integral over all z is the difference of a first derivative at the two ends, which is zero. The field of a whole column therefore has no constant part along z. It contains waves of wavelength L, L/2 and so on, and Laplace's equation makes the slowest of them decay sideways as exp(−2πb/L), apart from a power of b. A few columns suffice. A sum over 11 by 11 columns, each carried to 3000 cells above and below with its remaining ends replaced by an integral, gives

E_loc = 4.18879 p/L³.

This agrees with 4π/3 to all the digits shown, and half of it gives the energy −2.09440 p²/L³.

Q: Now take the conductor away. Suppose the crystal is a large sphere in vacuum.

A: At the centre, the sites at a given distance R fall into groups related by cubic symmetry. Within each group the average of z² is R²/3, so the sum of 3z² − R² is zero. The other dipoles give no field at the centre.

The general case shows why. Without the conductor, the potential inside has an extra uniform field E₀, made by the surface charge. It adds −E₀·r to the potential, and so adds

½ ∫ ρ(r)(−E₀·r) d³r = −½ p·E₀

to the energy per cell. For a sphere, picture the polarization P = p/V as two uniform balls of charge density +n and −n, displaced by a small vector s with ns = P. A ball of density n has the internal field 4πn r/3 about its centre. The sum of the two fields is

(4πn/3)(r − s/2) − (4πn/3)(r + s/2) = −4πP/3.

So E₀ = −4πp/(3V), which cancels E_loc, and the added energy +2πp²/(3V) cancels the image energy. In the point limit, the energy per cell in a large vacuum sphere therefore equals the isolated value. The value −2πp²/(3V) belongs to the conductor, which removes the sphere's surface field.

Q: My calculation works in reciprocal space. Can I see the same number there?

A: Smear the dipole with a Gaussian of width w. Let g(r) be the normalized Gaussian proportional to exp(−r²/(2w²)), and set ρ = −p·∇g. Its Fourier transform has the squared magnitude (p·k)² exp(−k²w²). Poisson's equation multiplies each component of the density by 4π/G², so the energy per cell is

U_per = (2π/V) Σ_{G≠0} [(p·G)²/G²] exp(−G²w²).

By cubic symmetry (p·G)²/G² may be replaced by its average p²/3 over equivalent G. Adding and subtracting the term for G = 0, whose Gaussian factor is 1, gives

U_per = (2πp²/(3V)) Σ_G exp(−G²w²) − 2πp²/(3V),

where the sum now includes G = 0. Poisson's summation formula turns the full sum into a sum over lattice sites:

(1/V) Σ_G exp(−G²w²) = Σ_R h(R),

h(r) = (4πw²)^(−3/2) exp(−r²/(4w²)).

The term with R = 0 gives (2πp²/3) h(0), which is the energy of the isolated smeared dipole, because there the sum over G is replaced by an integral over k. The terms with R ≠ 0 come from overlap of neighbouring Gaussians and amount to about 6 exp(−L²/(4w²)) relative to U_iso, one share from each of the six nearest sites. What remains is −2πp²/(3V), the missing G = 0 term averaged over directions.

For w = 0.10 L, the reciprocal sum gives U_per = 44.92140 p²/L³. A radial integration in real space gives U_iso = 47.01580 p²/L³. Their difference is −2.09440 p²/L³.

Q: Why is there no correction for the finite size here? You gave me one for two charges.

A: The correction to φ obeys Laplace's equation near the origin. The average of such a function over a spherical distribution equals its value at the centre. The smeared dipole is a pair of slightly displaced spherical clouds, so it sees the remainder as a point dipole does, up to the exponentially small tails.

Q: What if my box is not a cube?

A: The trace of A is still 4π/V, but its three diagonal elements need not be equal. Take a tetragonal cell with c/a = 1.20 and the same volume V. Differentiating φ numerically, with φ computed by Ewald summation, gives

A_cc = 1.940/V,

A_aa = 5.313/V.

Ewald summation splits each point charge into a short-range part, summed over sites, and a smooth part, summed over G. The trace is 1.940 + 2 × 5.313 = 12.566, equal to 4π to these digits, while the cubic value would be 4.189 for each direction. The nearest neighbours push in this direction: for a dipole along c, the two aligned ones give a field 4p/c³ and the four beside it give −4p/a³, which cancel in a cube and leave a negative sum when c > a. At fixed volume, raising c/a from 1 to 1.20 roughly halves the image energy of a dipole along c. The cubic formula is not safe for a visibly elongated box.

Q: Then let us put in numbers. I study defects in an amorphous oxide film, and a small polar gas molecule is the reference for a chemical potential.

A: Take p = 0.040 e nm, which is 1.92 debye, and a cubic box of edge L = 1.0 nm. In these units the Gaussian formula is multiplied by e²/(4πε₀) = 1.440 eV nm, with p in units of e nm. Then

E_image = −(2π/3) × 1.440 eV nm × (0.040 nm)² / (1.0 nm)³ = −4.83 meV,

or −1.77 × 10⁻⁴ hartree. The local field is

E_loc = (4π/3) × 1.440 V nm × 0.040 nm / (1.0 nm)³ = 0.241 V/nm = 2.41 MV/cm.

This is the field on one molecule from the others and the conductor; the average field in the box is zero.

Q: How fast does the error shrink as I enlarge the box?

A: As 1/L³ at fixed p. It is −1.43 meV at 1.5 nm and −0.60 meV at 2.0 nm. Without a correction, this part of the error falls to 1 meV in magnitude at

L = 1.0 nm × (4.825)^(1/3) = 1.69 nm.

That length holds for this dipole, a cubic box and tinfoil conditions. Adding 2πp²/(3V) to the periodic energy removes the 1/L³ part of the error without a larger box. That part is the largest one only if the dipole is strong enough to outweigh the degree-four terms at the chosen L.

Q: Does an error of 5 meV matter for defect concentrations?

A: Suppose that forming one defect releases one such molecule, and that the defects are dilute, so that their concentration follows a Boltzmann factor. The uncorrected molecular energy is too low by 4.83 meV, and so is the formation energy. At 300 K, kT = 25.85 meV, and with everything else fixed the predicted concentration is too high by the factor

exp(4.825/25.85) = 1.205.

If the molecule is consumed instead, the concentration is too low by the same factor. At a higher process temperature the factor is closer to 1.

Q: Real molecules have length, and they respond to fields. How much have you left out?

A: For the length, model the dipole as charges ±0.40 e separated by 0.10 nm. The Ewald energies are −4.90 meV along an edge and −4.78 meV along a body diagonal. Relative to the point value, the magnitude rises by 1.5 percent and falls by 1.0 percent, as the fourth-degree term predicts.

For the response, let each molecule acquire an induced dipole m along p, at an internal cost m²/(2α), where α is the polarizability volume. With k = 4π/(3V), the energy per cell is

E(m) = m²/(2α) − ½ k (p + m)².

Setting the derivative to zero gives m/α = k(p + m), so m = αkp/(1 − αk) and p + m = p/(1 − αk). Substituting both,

E = [αk²p² − kp²] / [2(1 − αk)²] = −½ kp²/(1 − αk).

This is a minimum for αk < 1. For α = 0.0015 nm³ the product αk is 0.0063. The enhancement factor is 1.0063, and the added energy is −0.03 meV.

Q: Two molecules attract even without permanent dipoles. Is that included?

A: No. To estimate it, model each molecule as an isotropic oscillator of quantum ħω and polarizability α. Two of them at distance R are coupled by their dipole interaction. With x = α/R³, the modes have frequencies ω√(1 ± cx), where |c| is 1, 1 and 2 for the three directions. For small x,

√(1 + cx) + √(1 − cx) − 2 ≈ −c²x²/4.

The sum of c² is 6, so the zero-point energy changes by

½ħω × (−6x²/4) = −¾ ħω α²/R⁶.

This is London's estimate. In units L = 1 the lattice sum of 1/R⁶ is 8.402. Taking ħω = 12 eV and half of each pair energy per cell,

−½ × ¾ × 12 eV × (0.0015)² × 8.402 = −0.085 meV.

That is 1.8 percent of the dipole term. Whether a periodic calculation contains this attraction depends on its electronic-structure method.

Q: And if the box is tetragonal?

A: That is the largest of these changes. At c/a = 1.20 and a volume of 1 nm³, the image energy is −2.24 meV for a dipole along c and −6.12 meV for one along a.

Q: How close is all this to a molecule I might use?

A: The dipole moment, polarizability and excitation energy have the order of magnitude expected for a small polar molecule, but none of them belongs to a particular one. The box edge is a free choice. Real molecules break the assumption of a rigid point: in this example, length, induced polarization and dispersion each move the image energy by less than 2 percent. The length estimate used two point charges, which have no quadrupole moment about their midpoint. A real molecule generally has one, and its interaction with the quadrupoles of the copies is also of degree four. For water in a 1 nm box the degree-four terms can exceed ten percent of the dipole term, and their size and sign depend on orientation. Measured against the size of the dipole term, they run from about −9 to +13 percent with a Hartree–Fock density and from about −10 to +15 percent with a PBE density. For a weakly polar molecule they can dominate. Carbon monoxide in the same box, with a PBE density, has a dipole term of about −0.07 meV, while the degree-four terms are about +0.20 meV with the axis along an edge and −0.13 meV along a body diagonal. There the dipole correction alone misses most of the error, and along an edge the periodic energy lies above the isolated one. They fall as 1/L⁵, so a larger box removes them quickly. A molecule whose electron cloud reaches the box boundary is outside the model, and I have not sized that error.

Q: May I use the same correction for the cell that contains the oxide and its defect?

A: Not as it stands. The derivation assumed vacuum between the dipoles, whereas an oxide responds to the field and screens it. A charged defect also brings back the terms ½φ(0)Q² and 2πTQ/(3V) that neutrality removed. The vacuum formula belongs to the neutral gas reference in its cubic box.
